# Simulating delayed Mott switching on a two-state resistor network

A thin film of a narrow-gap Mott insulator carries a small current under a constant voltage. For some microseconds little seems to happen. Then, within nanoseconds, the current jumps, and most of it flows through a narrow path. How can a constant voltage produce a long wait followed by a sudden event, and why is the result a filament rather than a uniformly metallic film?

The model used here divides the film into square cells, each either insulating (resistance $R_I$) or metallic ($R_M=rR_I$, $r\ll1$). An insulating cell must cross a barrier $E_I$ to become metallic, and a metallic cell a barrier $E_M<E_I$ to return. A voltage drop $u$ across an insulating cell is assumed to lower its barrier by $eu$. With attempt rate $\nu$,

$$k_{\rm up}=\nu e^{-\max(0,E_I-eu)/kT},\qquad k_{\rm down}=\nu e^{-E_M/kT}.$$

Temperature is fixed, and the potential adjusts instantly to each change of state. From here on $u$ is measured in $kT/e$, time in $1/k_{\rm down}$ and conductance in $1/R_I$. With $K=e^{(E_I-E_M)/kT}$, the upward rate is $e^u/K$ as long as the barrier has not vanished, and the downward rate is 1.

## Four cells by hand

Take a $2\times2$ film with the upper electrode at potential 1, the lower at 0 and insulated sides. Each cell has a centre joined to its four faces by half-cell resistors of conductance $2g$, where $g$ is the cell conductance. Two half-cells in series give the bond between neighbours

$$g_{ij}=\left(\frac1{2g_i}+\frac1{2g_j}\right)^{-1}=\frac{2g_ig_j}{g_i+g_j}.$$

When all cells are insulating, each takes half the voltage, and the film conductance is $G=1$.

Now let the upper left cell become metallic, with $r\to0$. Its centre sits at potential 1. Its bonds to insulating neighbours have conductance 2, a bond between two insulating cells has 1, and an insulating cell meets an electrode through 2. Call the other centres $\phi_2$ (upper right), $\phi_3$ (lower left) and $\phi_4$ (lower right). Current conservation gives

$$5\phi_2=4+\phi_4,\qquad 5\phi_3=2+\phi_4,\qquad 4\phi_4=\phi_2+\phi_3.$$

Adding the first two and using the third, $20\phi_4=6+2\phi_4$, so

$$\phi_4=\tfrac13,\qquad \phi_2=\tfrac{13}{15},\qquad \phi_3=\tfrac7{15}.$$

The drop across a cell from face to face is the sum of its two half-cell drops, $(I_{\rm in}+I_{\rm out})/(2g)$. Along the bias this gives:

- lower left: $\frac12\left(\frac{16}{15}+\frac{14}{15}\right)=1$;
- upper right: $\frac12\left(\frac4{15}+\frac8{15}\right)=\frac25$;
- lower right: $\frac12\left(\frac8{15}+\frac{10}{15}\right)=\frac35$.

Each column adds to 1, as it must. The drops across the bias are at most $2/15$. The cell that continues the metallic one along the bias has doubled its drop, while the cell beside it has lost voltage.

Let the film voltage be $2v$, so that each cell first has drop $v$. The first flip occurs at total rate $4e^v/K$. Afterwards the cell below flips at rate $e^{2v}/K$, the other two at $e^{6v/5}/K$ and $e^{4v/5}/K$, and the metallic cell relaxes at rate 1. The probability that the next event completes a path is therefore

$$p=\frac{e^{2v}}{K+e^{2v}+e^{6v/5}+e^{4v/5}}.$$

If $e^{2v}\ll K$, most attempts fail and $p\approx e^{2v}/K$. The mean delay is then, to leading order, the inverse of attempt rate times success probability:

$$T\approx\frac{K^2e^{-3v}}4.$$

A successful attempt lasts less than one relaxation time on average, because the total rate after the first flip exceeds 1. The delay is thus a series of failed attempts, not slow progress.

A load resistor $R_L$, in units of $R_I$, is easily included. The current leaving the lower row is $2\phi_3+2\phi_4=8/5$, so $G$ has risen from 1 to $8/5$. With source voltage $V_s$, the film voltage falls from $V_s/(1+R_L)$ to $V_s/(1+8R_L/5)$.

## The general algorithm

For $N$ rows along the bias and $M$ columns, start with all cells insulating and repeat:

1. Solve Kirchhoff's equations for the cell centres at unit film voltage. With row-by-row numbering the matrix is banded, with half-width $M$, so banded elimination needs of order $NM^3$ operations.
2. Find $G$ and the drops along and across the bias. Set $V_{\rm film}=V_s/(1+R_LG)$, scale the drops by it, and let $u$ be the larger magnitude of the two in each cell.
3. Compute all rates $w_i$ and their sum $w$. Draw the waiting time from an exponential distribution of mean $1/w$.
4. Choose cell $i$ with probability $w_i/w$, flip it, and advance the time.
5. Stop when metallic cells joined through shared faces connect the electrodes.

Steps 3 and 4 involve no time-step error. The rates are constant between flips, the chance of no flip during $t$ is $e^{-wt}$, and the next flip belongs to cell $i$ in proportion to its rate.

A single column provides an exact comparison. With $m$ metallic cells, each insulating one has $u_m=Nv/(N-m+rm)$, from the series resistance. The total upward rate is $b_m=(N-m)e^{u_m}/K$, with $u_m$ replaced by $E_I/kT$ if it is larger, and the downward rate is $m$. Let $h_m$ be the mean time to pass from $m$ to $m+1$. After a mean wait $1/(b_m+m)$ the column either rises or, with probability $m/(b_m+m)$, falls and must regain both steps:

$$h_m=\frac1{b_m+m}+\frac m{b_m+m}(h_{m-1}+h_m)
\;\Rightarrow\; h_m=\frac{1+mh_{m-1}}{b_m}.$$

The mean switching time is $\sum_{m=0}^{N-1}h_m$. For six cells at $v=4.5$, $r=0.01$ and the $K$ of the example below, it is 12.60. The mean of 600 simulated runs is $11.86\pm0.46$, which is 1.6 standard errors away and passes the test, set at four.

## Why growth follows the bias

The $2\times2$ film is all boundary. In an infinite insulating lattice, the effect of one metallic cell can also be found in closed form. Let $R(\mathbf d)$ be the resistance between two sites of the perfect lattice with unit bonds. Fourier transformation of Kirchhoff's law gives

$$R(\mathbf d)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk_xdk_y}{4\pi^2}\,
\frac{1-\cos\mathbf k\cdot\mathbf d}{2-\cos k_x-\cos k_y}.$$

For $\mathbf d=(n,0)$, integrate over $k_y$ with $\int_{-\pi}^{\pi}dk_y/[2\pi(A-\cos k_y)]=(A^2-1)^{-1/2}$ and $A=2-\cos k_x$. Writing $c=\cos k_x$, we have $A^2-1=(1-c)(3-c)$. The substitution $c=1+2\sin\theta$ then gives

$$R(n,0)=\frac1\pi\int_{-\pi/2}^0 q_n\,d\theta,\qquad q_n=\frac{1-\cos nk_x}{1-c},$$

with $q_1=1$, $q_2=2(1+c)=4(1+\sin\theta)$ and $q_3=(1+2c)^2=(3+4\sin\theta)^2$. Hence

$$R_1=\tfrac12,\qquad R_2=2-\tfrac4\pi,\qquad R_3=\tfrac{17}2-\tfrac{24}\pi.$$

A current $J$ injected at one site changes the potential at separation $\mathbf d$, relative to that site, by $-JR(\mathbf d)/2$. Kirchhoff's law away from the source therefore makes $4R$ equal to the sum of $R$ over the four neighbours. At $(2,0)$ this reads $4R_2=R_1+R_3+2R_{21}$, so $R_{21}=-\frac12+\frac4\pi$.

Put the metallic cell at the origin of a lattice whose undisturbed potential is $y$. By antisymmetry its potential is 0, and so is that of its side neighbours, so no current flows between them. The two bonds along the bias change from 1 to $b=2/(1+r)$. If the upper neighbour has potential $\phi_1$, the extra current is $J=(b-1)\phi_1$. It acts on the perfect lattice as a sink at $(0,1)$ and a source at $(0,-1)$, so

$$\phi_1=1-\frac{JR_2}2=\frac1{1+(b-1)R_2/2}.$$

The same superposition gives $2+J(R_1-R_3)/2$ at $(0,2)$ and $1+J(R_1-R_{21})/2$ at $(1,1)$. Averaging the two face currents of each neighbour, its drop relative to the undisturbed value is

$$\beta_{\rm end}=\frac12\left[b\phi_1+2+\frac J2(R_1-R_3)-\phi_1\right],$$

$$\beta_{\rm side}=1+\frac J2(R_1-R_{21}).$$

For $r=0.01$ these are 1.296 and 0.901. Direct solution of a $61\times61$ lattice gives 1.2965 and 0.9014. At $v=3.76$, used below, the end cells flip faster by a factor $e^{0.296\times3.76}\approx3.0$, and the side cells slower by $e^{-0.099\times3.76}\approx0.69$.

An electrode acts as a mirror for the potential. A metallic cell touching it joins its own image and behaves as a two-cell needle. The computed gains at the tip are 1.527 and 1.528, larger than for one isolated cell.

## The mean-field threshold

For a large film, suppose every insulating cell has the same drop, at fixed film voltage $Nv$. For $r\to0$ a metallic fraction $x$ leaves $u=v/(1-x)$, and

$$\frac{dx}{dt}=F(x)=\frac{(1-x)e^{v/(1-x)}}K-x.$$

With $s=1-x$, the second derivative of $se^{v/s}$ is $v^2e^{v/s}/s^3>0$. A convex curve meets the line $Kx$ at most twice: at a stable insulating state and at an unstable one above it. They merge when values and slopes agree:

$$se^{v/s}=K(1-s),\qquad \left(\frac vs-1\right)e^{v/s}=K.$$

Dividing the second by the first gives $(v-s)(1-s)=s^2$, so $s=v/(1+v)$ and $x_*=1/(1+v)$. Then $v/s=1+v$, and the slope condition becomes $ve^{1+v}=K$. The threshold is

$$v_c=W(K/e),$$

where $W$ is the Lambert function, defined by $We^W=z$ for argument $z$. The result requires $1+v_c<E_I/kT$, so that the barrier has not vanished at the merger.

Slightly above threshold, at $v=v_c+\delta$, the film lingers near $x_*$. There $F(x_*)\approx\delta e^{1+v_c}/K=\delta/v_c$ and $F''=v_c/s^3=(1+v_c)^3/v_c^2$. Integrating $dx/F$ across the resulting parabola gives

$$t\approx\frac{\pi}{\sqrt{F(x_*)F''/2}}=\pi\sqrt{\frac2\delta}\left(\frac{v_c}{1+v_c}\right)^{3/2}.$$

At $\delta=10^{-5}$ this is 1052, against 1050 from integrating the full equation from $x=0$ to 0.8. In a finite network fluctuations can carry the film across sooner, so the divergence is a mean-field property.

Mean field underestimates the upward rate. For $r\to0$ the drops along each column still add to $Nv$, so the insulating cells have mean drop at least $v/(1-x)$. The exponential is convex, so the network's total upward rate is at least the mean-field rate at equal $x$, provided that no path bridges the film and no barrier has vanished. In ten random arrangements at 10% metal, with $v=v_c$ and $r=0.01$, the ratio was 2.6 on average and 1.4 at least. The average is dominated by rare arrangements with a large drop on one cell, so a mean of ten is uncertain by tens of percent. We should therefore expect switching below $v_c$.

This also limits the word "threshold". A finite random network can fire at any bias if one waits long enough. Besides $v_c$, one can define a threshold as the bias at which the film usually fires within a stated window, and that value depends on the window.

## A film of 256 cells

Take $16\times16$ cubic cells of edge $a=40$ nm at 80 K, with $E_I=150$ meV, $E_M=100$ meV and $\nu=10^{12}\ \mathrm{s^{-1}}$. The resistances are $R_I=2.5$ MΩ and $R_M=25$ kΩ, with a load of 250 kΩ. Since $kT=6.894$ meV,

$$K=e^{50/6.894}\approx1412,\qquad 1/k_{\rm down}=1.99\ \mu\mathrm s,\qquad v_c=4.704.$$

The critical drop is $4.704\times6.894=32.4$ mV per cell, or 8.11 kV/cm. Including $r=0.01$ raises $v_c$ to 4.714. Eleven runs at each bias, observed for 199 µs, gave:

| Initial film field | Fired | Median delay |
|---|---|---|
| 4.05 kV/cm ($0.5v_c$) | 0 | beyond window |
| 4.86 kV/cm ($0.6v_c$) | 0 | beyond window |
| 5.68 kV/cm ($0.7v_c$) | 7 | 144 µs |
| 6.49 kV/cm ($0.8v_c$) | 11 | 13 µs |
| 7.30 kV/cm ($0.9v_c$) | 11 | 3.2 µs |
| 8.11 kV/cm ($1.0v_c$) | 11 | 0.95 µs |

For this film and window the practical threshold is near 5.7 kV/cm, about 30% below the mean-field value for fixed film voltage. From $0.7v_c$ to $0.8v_c$ the median delay falls by roughly an order of magnitude. With eleven runs per bias the medians are rough, above all at $0.7v_c$, where only about half the runs fire and the median lies close to the end of the window.

Consider the run with the median delay at $0.8v_c$. The source supplies 0.457 V, of which 0.415 V initially falls on the film. The path forms after 13.0 µs. Count the avalanche from the last time $G$ passes 1.5 times its insulating value: it lasts 12 ns, about a thousandth of the delay. Over the eleven runs at this bias the median ratio was smaller still, 0.0003. The current rises from 166 nA to 689 nA at bridging.

At that moment 9.8% of the cells are metallic. The connected cluster covers 7.8% of the film and carries 84% of the current. When the same number of metallic cells was placed at random 300 times, no arrangement bridged the film. The path therefore depends on where the cells flip, not merely on how many do.

Voltage redistribution is essential here. With every drop frozen at $v_c$, the balance $(1-x)e^{v_c}/K=x$ predicts $x=0.073$. A run of 199 µs gave 0.074 and no path, whereas all eleven runs with redistribution at the same initial drop switched.

The load confines the filament. Once the path exists, the film voltage falls to 0.268 V, equivalent to $0.52v_c$ averaged over the film, in the range where no run fired. The path then stayed connected for 99.999% of the next 50 µs. Without the load, but with the same starting cells and the same initial insulating-film voltage, the metallic fraction averaged from about 30 to 50 µs after bridging was 0.46 instead of 0.08. This compares one run of each kind. The value without a load varies strongly between runs (0.6 to 0.7 in others, which ended with two separate paths), and the film need not have settled by then. With the bias removed, the path broke after 0.03 µs in the one run made. A straight path of 16 cells breaks when any one of them relaxes, on average after $1.99/16\approx0.12$ µs, so this switch is volatile.

## What the model leaves out

The fields and delays found here are of the order reported for narrow-gap Mott sulfides such as GaV$_4$S$_8$, where switching fields are several kV/cm and delays are microseconds or longer. The agreement in scale is not a prediction, because the cell size and barriers were chosen. Nor does it show that barrier lowering by the local voltage, which is assumed here, is the mechanism in these materials. The low-resistance state is also a poor metal: 25 kΩ for a 40 nm cube means a resistivity of $10^{-3}$ Ω m, roughly a hundred times that of a metal whose mean free path has shrunk to the spacing between sites. "Metallic" here therefore means only "much more conducting". At fixed barriers the mean-field critical field varies as $1/a$. Differentiating $v_c+\ln v_c=\ln K-1$ gives $dv_c=d(\ln K)\,v_c/(1+v_c)$, so a 10 meV change in $E_I-E_M$ moves the critical drop by about 8 mV, or 25%. That figure is for a common shift of all cells. Real films break the assumption of identical barriers, and the effect of a spread from cell to cell is not computed here. Elastic coupling between cells is also absent, and its effect is not estimated.

**Heating.** The switched film dissipates $P=0.20$ µW. For a straight filament of length $L=Na$ and radius $a/2$, with a heat sink at distance $L$ and a rough thermal conductivity $\kappa=1$ W/(m K), radial conduction gives

$$\Delta T=\frac{P}{2\pi\kappa L}\ln(2N)\approx0.17\ \mathrm K.$$

The mean-field critical field changes by $-0.34\%$ per kelvin, so its shift is 0.06%. The relaxation rate is more sensitive and rises by about 3%, which is still a small change. A material a hundred times more conducting, at the same voltages and with the load scaled alike, would heat by about 17 K, and fixed temperature would no longer be safe.

**High fields.** Take a rough gap $\Delta=0.2$ eV and a length $\xi=1$ nm. The Landau–Zener estimate of interband tunnelling, $\exp[-\pi\Delta/(4e\xi F)]$, has exponent $-242$ at the mean field $F=6.49$ kV/cm. If the whole source voltage fell on one last cell, the field would be 114 kV/cm and the exponent $-14$. For hops of length $\ell=1$ nm, the non-ohmic factor $\sinh z/z$ with $z=e\ell F/(2kT)$ is 1.0004 at the mean field and at most 1.12 in that last gap.

**Fast times.** With a rough relative permittivity of 10, an insulating cell redistributes charge in about 9 ps. This uses the chosen resistivity of 0.1 Ω m, which is low for a 0.2 eV gap at 80 K. Activation over half that gap gives a factor $e^{100/6.894}\approx2\times10^6$, so even a prefactor of $10^{-5}$ Ω m yields about 20 Ω m and 2 ns. In such a film the potential could not follow the avalanche instantly. The last wait before bridging was 1.1 ps, so the order of the final flips is not resolved, although the microsecond delay is unaffected. Stray capacitance is more serious. At 50 fF, its charging time through the load equals the 12 ns avalanche, but most of the conductance rise comes at the very end: the step from about twice the insulating conductance to bridging typically takes less than a nanosecond. Even 1 fF, with a charging time of 0.25 ns, would prevent most of the fall in film voltage until the path forms, so the load would limit the current only after the capacitance had discharged, not instantly as assumed here. Whether the path widens in the meantime depends on how long the discharge takes.

The numerical output below gives the values to more digits.

## Calculated quantities

```
T 80 K, kT 6.894 meV, cell 40 nm, film 16x16
barriers up/down 150/100 meV, attempt 1e+12 1/s
R_I 2.50 Mohm, R_M 25 kohm, load 250 kohm
K 1412.1, relaxation time 1/k_down 1.994 us
single metal cell: end gain 1.2962, side gain 0.9013
  same from 61x61 lattice: 1.2965, 0.9014
gain at tip: electrode cell 1.5267, two-cell needle 1.5277
v_c 4.7043 (numerical 4.7043; with r=0.01 4.7144)
x* 0.1753, v_c as cell drop 32.43 mV, field 8.11 kV/cm
bottleneck at v-v_c=1e-5: integral 1049.8, formula 1052.2 (1/k_down)
6-cell column, v=4.5: exact 12.597, simulated 11.855 +- 0.455 (1/k_down)
network/mean-field upward rate, 5% metal: mean 1.38, min 1.18
network/mean-field upward rate, 10% metal: mean 2.61, min 1.43
network/mean-field upward rate, 20% metal: mean 106.10, min 3.16
window 199 us, 11 runs per bias
  0.5 v_c, 4.05 kV/cm: fired 0, median delay beyond window
  0.6 v_c, 4.86 kV/cm: fired 0, median delay beyond window
  0.7 v_c, 5.68 kV/cm: fired 7, median delay 143.56 us
  0.8 v_c, 6.49 kV/cm: fired 11, median delay 12.99 us
  0.9 v_c, 7.30 kV/cm: fired 11, median delay 3.20 us
  1.0 v_c, 8.11 kV/cm: fired 11, median delay 0.95 us
median avalanche/delay at 0.8 v_c: 0.00028
median run: source 0.4566 V, initial film 0.4151 V
  delay 12.988 us, avalanche 12.375 ns
  last wait before bridge 1.093 ps
  at bridge: metal fraction 0.0977, path fraction 0.0781
  current share of path 0.8383; shuffled bridges 0 of 300
  current: start 166.0 nA, bridge 689.1 nA, held 755.2 nA
  held film voltage 0.2678 V, bridged time fraction 0.999992
late metal fraction: with load 0.0804, without load 0.4571
path breaks 0.0323 us after bias removal
frozen drops at v_c: no bridge, metal fraction 0.0740, theory 0.0725
rough inputs: kappa 1 W/(m K), gap 0.20 eV, xi = hop = 1 nm, eps_r 10
on-state power 0.2023 uW, heating 0.174 K
v_c field changes by -0.339 % per K, so -0.059 % by heating
field: mean 6.49 kV/cm, last gap at most 114.2 kV/cm
tunnelling exponent: mean field 242.2, last gap 13.8
non-ohmic factor: mean field 1.0004, last gap 1.118
dielectric time 8.85 ps
stray capacitance with load time equal to avalanche: 49.4987 fF
```
